Does node counting order the states of a separable pseudopotential?

**Question**

I am testing a norm-conserving pseudopotential in separable (Kleinman-Bylander) form. The reference s function φ was constructed without nodes, and diagonalizing the radial Hamiltonian returns it at the right energy. I concluded that φ must be the lowest s state, because a ground state has no node and each higher state has one more. A colleague says this does not follow for a nonlocal potential. Is there a model, simple enough to solve by hand, in which the ground state has a node and the nodeless state lies above it? If so, which step of the usual argument fails?

**Answer**

Your colleague is right. A model with a hard wall, a square well and one projector is enough. I use atomic units in the algebra and write u(r) for r times the radial function, with u(0) = u(R) = 0. All functions are real, nodes are counted inside 0 < r < R, and "ground state" means the lowest state of the s channel; other channels are considered near the end.

**What the local argument uses**

For a bounded local potential V, the ground state minimizes

E[u] = ∫ (½u′² + V u²) dr, with ∫ u² dr = 1.

Suppose a ground state u changes sign at r₀. The function |u| has the same u² and, except at the node itself, the same u′². It therefore has the same energy and is also a ground state, so it obeys the Schrödinger equation and has a continuous derivative. But |u| is nonnegative and vanishes at r₀, so its derivative vanishes there too. A solution of a second-order linear equation with zero value and zero slope at a point is zero everywhere, which is a contradiction. The ground state has no node, and every other state, being orthogonal to it, must change sign. Hence nodeless means lowest.

The argument needs the potential energy to depend on u² alone. A separable term λ⟨p|u⟩² does not: it can change when u is replaced by |u|, as it does for p ≥ 0 when u takes both signs in the region where p is nonzero.

**The model**

Let the reference potential be V_s = 0 inside the wall. Its lowest state is

φ = √(2/R) sin kr, k = π/R, ε = k²/2,

which has no node. Now choose a different local potential, an attractive well in a core of radius a < R:

V_loc = −Dθ, D > 0, where θ = 1 for r < a and 0 outside.

The Kleinman-Bylander construction repairs the action of the Hamiltonian on φ:

χ = (V_s − V_loc)φ = Dθφ, V_NL = |χ⟩⟨χ| / ⟨φ|χ⟩.

Define the core integral and the normalized core function

N = ∫₀ᵃ sin² kr dr = a/2 − sin(2ka)/(4k), p = θ sin kr / √N.

Then θφ = √(2N/R) p and ⟨φ|χ⟩ = D∫₀ᵃφ² dr = 2DN/R. Therefore

V_NL = D² (2N/R) |p⟩⟨p| / (2DN/R) = D|p⟩⟨p|,

and the full Hamiltonian is

H = T − DQ, Q = θ − |p⟩⟨p|.

Because θ² = θ, θp = p and ⟨p|p⟩ = 1, we have Q² = θ − 2|p⟩⟨p| + |p⟩⟨p| = Q. So Q is an orthogonal projector: it keeps the part of a function that lies in the core and is orthogonal to p. Inside the core φ is proportional to p, so Qφ = 0 and

Hφ = Tφ = εφ for every D.

The reference state is reproduced whatever the depth of the well. A function whose core part is not proportional to p feels the attraction −DQ.

**Why a state with a node must fall below φ**

H is Hermitian, so its remaining eigenstates can be chosen orthogonal to φ. Since φ > 0 inside the wall, ∫φu dr = 0 forces u to change sign. Any state below ε therefore has at least one node.

Such a state exists if D is large enough. Take two independent smooth functions that vanish outside the core. Some normalized combination f of them is orthogonal to p, hence also to φ. It has Qf = f and energy

⟨f|H|f⟩ = ⟨f|T|f⟩ − D.

The first term does not depend on D, so the energy can be made as low as we like. Let E_g(D) be the lowest level among states orthogonal to φ. By the variational principle it lies at or below this value.

E_g also falls strictly. If u is its eigenstate at D, using u as a trial function at D′ > D gives

E_g(D′) ≤ E_g(D) − (D′ − D)⟨u|Q|u⟩.

The last factor is positive. If Qu were zero, u would satisfy Tu = Eu and be some sin nkr; it would also be proportional to sin kr in the core, so n = 1 and u = φ, which is excluded. At D = 0 the level is 4ε, from sin 2kr. It varies continuously, so it crosses ε at one depth D_c. Below D_c the nodeless φ is the ground state; above D_c it is not.

**Solving for the ghost**

In the core the equation is

−½u″ − Du + Dc sin kr = Eu, c = (1/N) ∫₀ᵃ sin kr u dr.

Since T ≥ ε and Q ≤ 1, every level has E ≥ ε − D. Equality would require u = φ, but φ has energy ε, so E > ε − D. Put q² = 2(E + D), which then gives q > k. The solution that vanishes at the origin is

u = A sin qr + B sin kr.

The A term satisfies the equation without c, because ½q² − D = E. The coefficient of sin kr gives

(ε − D − E)B + Dc = 0.

With J = ∫₀ᵃ sin kr sin qr dr, the definition of c gives c = AJ/N + B. Inserting this cancels DB and leaves

N(E − ε)B = DJA.

The integral follows from

d/dr (k cos kr sin qr − q sin kr cos qr) = (q² − k²) sin kr sin qr,

so that

J = (k cos ka sin qa − q sin ka cos qa)/(q² − k²).

Outside the core u is proportional to sin κ(R − r), κ² = 2E. Continuity of u and u′ at a fixes E:

u′(a)/u(a) = −κ cot κ(R − a).

For E < 0 the right side becomes −|κ| coth |κ|(R − a).

At the crossing, E = ε and JA = 0. The choice A = 0 gives back φ, so the second state needs J = 0, that is

q cot qa = k cot ka, q² = k² + 2D_c.

Conversely, when this holds, sin qr and sin kr have the same logarithmic derivative at a. Then sin qr in the core joins smoothly to a multiple of sin kr outside, and adding a multiple of φ makes the result orthogonal to φ. The function x cot x has derivative (½ sin 2x − x)/sin² x < 0 on each branch, so the first root beyond ka lies between π and 2π. That root gives D_c, because levels orthogonal to φ start above ε and the lowest arrives first.

The joined function, before φ is added, is also an eigenstate of T + V_loc at energy ε. It has one node, so it is the second local level. This gives a practical criterion for this model: the ghost appears when the second level of the local Hamiltonian drops below the reference energy.

**A case with simple numbers**

Take R = 3 Å and a = R/2 = 1.5 Å. These are model parameters, not those of a material. The reference energy is ε = 4.178 eV. Here ka = π/2, so the threshold condition is cos qa = 0 with qa = 3π/2, or q = 3k. Thus

D_c = (9k² − k²)/2 = 4k² = 8ε = 33.42 eV.

The crossing state can be written down. Let it be sin 3kr + b sin kr in the core and C sin kr outside. Continuity at a gives −1 + b = C. The integrals of sin² kr over the core and over the outer region are both R/4, and J = 0, so orthogonality to φ gives b + C = 0. Hence b = ½ and C = −½. With sin 3x = 3 sin x − 4 sin³x, the node satisfies

3 − 4 sin² kr + ½ = 0, sin² kr = 7/8,

which puts it at 1.155 Å.

Now choose D = 50 eV, above threshold. The s levels and their node counts are

−8.35 eV: one node
4.18 eV: no node (this is φ)
21.17 eV: two nodes
46.01 eV: three nodes

The ground state lies 12.53 eV below the nodeless state. In hartree the two energies are −0.3070 and 0.1535.

The matching can be checked by hand. The ghost has q = 3.306 Å⁻¹, B/A = 0.437 and |κ| = 1.481 Å⁻¹. At r = a, sin ka = 1 and cos ka = 0, while qa = 4.959 gives sin qa = −0.970 and cos qa = 0.244. Therefore

u′(a)/u(a) = 3.306 × 0.244 / (−0.970 + 0.437) ≈ −1.51 Å⁻¹.

The outer solution gives −1.481 coth(1.481 × 1.5) ≈ −1.52 Å⁻¹, equal within the rounding. The node is at 1.07 Å, inside the core.

The lowest level orthogonal to φ is at 11.58, 6.37, −0.48 and −8.35 eV for D = 20, 30, 40 and 50 eV. The first two values lie above ε and the last two below it, as the threshold requires. The numerical check tests the closed formulas against diagonalization in a polynomial basis that does not contain φ exactly.

**Where the proof breaks, in energies**

Replace the ghost u by |u|. The kinetic and local energies do not change, but the separable energy rises by

ΔE = D(⟨p||u|⟩² − ⟨p|u⟩²).

The overlaps are ⟨p|u⟩ = 0.292 and ⟨p||u|⟩ = 0.690, so

ΔE = 50 eV × (0.690² − 0.292²) ≈ 19.5 eV,

or 19.58 eV with unrounded overlaps. The function |u| then has energy 11.22 eV, above even φ. The node lets positive and negative parts of u cancel in the overlap with p. The state thus keeps most of the attraction of the local well, −45.4 eV, and pays 4.3 eV for the repulsive projector. Its kinetic energy is 32.7 eV.

The sign of the projector matters. Suppose the separable term is −D|p⟩⟨p| with p ≥ 0, added to a bounded local potential V. Then |u| has an energy no higher than that of u, so if u is a ground state, v = |u| is one too. It obeys

−½v″ + (V − E)v = Dp⟨p|v⟩ ≥ 0,

so v″ ≤ Mv for some constant M > 0. At an interior zero r₀, v′ also vanishes, and integrating twice gives, for r > r₀,

v(r) ≤ M ∫ (r − s) v(s) ds, with s from r₀ to r.

Inserting the inequality into itself repeatedly gives bounds that tend to zero, so v = 0; the same works for r < r₀. This contradicts normalization, and the ground state has no node. Nonlocality by itself therefore does not put a node in the ground state. This proof does not cover a p that changes sign.

**Why norm conservation does not warn you**

Let w = sin kr be the core solution at ε, v the core solution at E, and L = u′/u at r = a. Multiply the equation for v by w and that for w by v, subtract, and integrate over the core. The local terms cancel. So do the separable terms, since both equal D⟨w|p⟩⟨p|v⟩. What remains is

−½[w(a)v′(a) − v(a)w′(a)] = (E − ε) ∫₀ᵃ wv dr.

Dividing by −½w(a)v(a) gives

L(E) − L(ε) = −2(E − ε) ∫₀ᵃ wv dr / [w(a)v(a)].

If J ≠ 0 at E = ε, the relation N(E − ε)B = DJA makes A/B vanish as E → ε, so v tends to a multiple of w and

dL/dE = −2N / sin² ka at E = ε.

This does not contain D. Whenever J ≠ 0, the separable potential therefore has the same logarithmic derivative and the same first energy derivative at ε as V_s. At a threshold depth J vanishes at ε and the step fails. In the example at D_c, dJ/dE = −a/(8k²), so D dJ/dE = −a/2 = −N and B/A → −1. Then v tends to sin 3kr − sin kr, and the slope is −N, half the value above. In the example the slope is −0.1969 Å⁻¹ eV⁻¹ for D = 0, 20 and 50 eV, although only the last case has a ghost. Agreement near ε does not control the spectrum 12.5 eV below it.

**Other angular momenta**

If the bare well −Dθ also acts on p states, with no correction there, the lowest p level is at −26.28 eV, below the s ghost. To make the ghost the ground state of the whole three-dimensional problem, cancel the well in every channel with l ≥ 1. Those channels then contain the kinetic energy and a positive centrifugal term, so their levels lie above ε and the ghost at −8.35 eV is lowest.

**What to check in your own case**

Recovering φ at the reference energy shows that the construction reproduced it. It does not show that φ is lowest. Diagonalize the full s Hamiltonian and look for levels below ε. Selecting the state by its node count would pick φ and hide the ghost. In this model the cure is a shallower local well: for D below 33.4 eV, φ is again the ground state.

Values computed for the example and the checks

```
wall radius R = 3.000 angstrom
core radius a = 1.500 angstrom
local well depth D = 50.000 eV
reference energy eps = 4.1781 eV = 0.15354 hartree
threshold depth D_c = 33.4249 eV; D_c/eps = 8.00000
slope dE/dD of crossing state at D_c = -0.66667
node of crossing state at D_c = 1.1548 angstrom
full H level 0: -8.3549 eV, nodes 1
full H level 1: 4.1781 eV, nodes 0
full H level 2: 21.1667 eV, nodes 2
full H level 3: 46.0075 eV, nodes 3
local H level 0: -38.2400 eV, nodes 0
local H level 1: -6.1889 eV, nodes 1
local H level 2: 16.7400 eV, nodes 2
ghost energy, closed formula = -8.3549 eV = -0.30704 hartree
ghost below reference by 12.5330 eV
ghost core wave number q = 3.30614 1/angstrom
ghost coefficient ratio B/A = 0.43692
outside |kappa| = 1.48084 1/angstrom
ghost node position = 1.0727 angstrom
ghost probability in core = 0.90703
overlap <p|u> = 0.29166; <p||u|> = 0.69040
<Q> = 0.82197; dE/dD at D = -0.82197
kinetic energy: u 32.743 eV, |u| 32.741 eV
local energy: u -45.352 eV, |u| -45.352 eV
separable energy: u 4.253 eV, |u| 23.833 eV
energy rise from u to |u| = 19.5794 eV
energy of |u| = 11.2245 eV
attractive separable term: ground level -83.6003 eV, nodes 0
log-derivative slope at eps, D = 0 eV: -0.19685 1/(angstrom eV)
log-derivative slope at eps, D = 20 eV: -0.19685 1/(angstrom eV)
log-derivative slope at eps, D = 50 eV: -0.19685 1/(angstrom eV)
D = 20 eV: lowest state orthogonal to phi 11.5756 eV
D = 30 eV: lowest state orthogonal to phi 6.3727 eV
D = 40 eV: lowest state orthogonal to phi -0.4810 eV
D = 50 eV: lowest state orthogonal to phi -8.3549 eV
D = 60 eV: lowest state orthogonal to phi -16.8178 eV
lowest p level in bare local well = -26.2776 eV
```
